# Capacitance of two coplanar strips on a dielectric interface: a program that tests the result

```python
"""
Result under test: two thin coplanar strips at a < |x| < b, on the interface
between half-spaces of permittivity eps_low and eps_up, have capacitance per
length C = (eps_low + eps_up) K(k') / (2 K(k)), k = a/b, k' = sqrt(1-k^2).
K is the complete elliptic integral of the first kind (modulus k).
For b = sqrt(2) a and relative permittivities 9 and 1, C = 5 eps0.
Numerical solvers use a = 1, eps0 = 1 and strip potentials +1/2 and -1/2.
scipy's ellipk takes the parameter m = k^2.
"""
import numpy as np
from scipy.constants import epsilon_0, c as light_speed
from scipy.integrate import quad
from scipy.special import ellipk, gamma
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

ROOT2 = np.sqrt(2.0)


def capacitance_formula(b, low=9.0, up=1.0):
    m = 1.0 / b**2
    return (low + up) * ellipk(1.0 - m) / (2.0 * ellipk(m))


def charge_solution(b, low=9.0, up=1.0, depth=None, n=32):
    """Integral equation for the charge; optional grounded plane at -depth."""
    mid, half = (1.0 + b) / 2.0, (b - 1.0) / 2.0
    theta = (np.arange(n) + 0.5) * np.pi / n
    x = mid + half * np.cos(theta)
    order = np.arange(n)
    cheb = np.cos(np.outer(theta, order))
    own = np.empty((n, n))
    own[:, 0] = np.pi * (np.log(2.0) - np.log(half))
    own[:, 1:] = np.pi * cheb[:, 1:] / order[1:]
    mirror = np.log(x[:, None] + x[None, :]) @ cheb * np.pi / n
    matrix = (own + mirror) / (np.pi * (low + up))
    if depth is not None:
        node, weight = np.polynomial.legendre.leggauss(200)
        u, weight = 10.0 * (node + 1.0), 10.0 * weight
        change = 1.0 / (up + low / np.tanh(u)) - 1.0 / (up + low)
        sine = np.sin(np.outer(x, u / depth))
        kernel = 2.0 / np.pi * (sine * (weight * change / u)) @ sine.T
        matrix += kernel @ cheb * np.pi / n
    coef = np.linalg.solve(matrix, np.full(n, 0.5))
    return np.pi * coef[0], x, cheb @ coef, theta, half


def graded(length, ratio, start=0.002):
    growth = np.log(1.0 + length / start)
    n = int(np.ceil(growth / ratio))
    points = start * np.expm1(growth * np.arange(n + 1) / n)
    points[-1] = length
    return points


def graded_both(length, ratio):
    part = graded(length / 2.0, ratio)
    return np.concatenate([part, (length - part[::-1])[1:]])


def field_solution(ratio=0.12, low_x=9.0, low_y=9.0, metal=0.0,
                   depth=40.0, layer=0.04, far=40.0):
    """Finite volumes on x > 0; the potential is odd in x, free in y."""
    b = ROOT2
    x = np.concatenate([1.0 - graded(1.0, ratio)[::-1],
                        1.0 + graded_both(b - 1.0, ratio)[1:],
                        b + graded(far, ratio)[1:]])
    y = np.concatenate([-graded(depth, ratio)[::-1],
                        graded_both(layer, ratio)[1:],
                        layer + graded(far, ratio)[1:]])
    nx, ny = len(x), len(y)
    dx, dy = np.diff(x), np.diff(y)
    below = (y[:-1] + y[1:]) < 0.0
    ex, ey = np.where(below, low_x, 1.0), np.where(below, low_y, 1.0)
    row = np.zeros(ny)
    row[:-1] += ex * dy / 2.0
    row[1:] += ex * dy / 2.0
    col = np.zeros(nx)
    col[:-1] += dx / 2.0
    col[1:] += dx / 2.0
    index = np.arange(nx * ny).reshape(nx, ny)
    p = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    q = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = np.concatenate([(row[None, :] / dx[:, None]).ravel(),
                        (col[:, None] * (ey / dy)[None, :]).ravel()])
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([p, q, p, q]),
                          np.concatenate([p, q, q, p]))),
                        shape=(nx * ny, nx * ny)).tocsr()
    in_x = (x > 1.0 - 1e-9) & (x < b + 1e-9)
    in_y = (y > -1e-9) & (y < metal + 1e-9)
    strip = (in_x[:, None] & in_y[None, :])
    fixed = strip.copy()
    fixed[[0, -1], :] = True
    fixed[:, [0, -1]] = True
    strip, fixed = strip.ravel(), fixed.ravel()
    phi = np.where(strip, 0.5, 0.0)
    free = np.flatnonzero(~fixed)
    rhs = -(matrix @ phi)[free]
    phi[free] = spsolve(matrix[free][:, free].tocsc(), rhs,
                        permc_spec="MMD_AT_PLUS_A")
    charge = (matrix @ phi)[strip].sum()
    return charge, x, y, phi.reshape(nx, ny)


# Elliptic integral from its definition, and its special value.
K = ellipk(0.5)
K_quad = quad(lambda s: 1.0 / np.sqrt(1.0 - 0.5 * np.sin(s)**2),
              0.0, np.pi / 2.0)[0]
assert abs(K_quad - K) < 1e-10
assert abs(gamma(0.25)**2 / (4.0 * np.sqrt(np.pi)) - K_quad) < 1e-10

# Capacitance from the charge equation, including unequal k and k'.
worst = 0.0
for b_test in (1.2, ROOT2, 2.0, 6.0):
    numerical = charge_solution(b_test)[0]
    worst = max(worst, abs(numerical / capacitance_formula(b_test) - 1.0))
    # Integral of the face-charge profile across one strip.
    angle = (np.arange(80) + 0.5) * np.pi / 80
    xs = (1.0 + b_test) / 2.0 + (b_test - 1.0) / 2.0 * np.cos(angle)
    profile = np.pi / 80 * np.sum(b_test / np.sqrt((xs + 1) * (xs + b_test)))
    assert abs(profile - ellipk(1.0 - 1.0 / b_test**2)) < 1e-9
assert worst < 1e-8

# Charge density and slot field against the charge equation.
C_num, xs, density_poly, theta, half = charge_solution(ROOT2)
density_num = density_poly / (half * np.sin(theta))
density = 10.0 * ROOT2 / (2.0 * K * np.sqrt((xs**2 - 1.0) * (2.0 - xs**2)))
assert np.max(np.abs(density_num / density - 1.0)) < 1e-6


def slot_field(x):
    """Magnitude in units of V/a for b = sqrt(2) a."""
    return ROOT2 / (2.0 * K * np.sqrt((1.0 - x**2) * (2.0 - x**2)))


for x_test in (0.0, 0.4, 0.7):
    pull = 1.0 / (xs + x_test) + 1.0 / (xs - x_test)
    field_num = np.mean(density_poly * pull) / 10.0
    assert abs(field_num / slot_field(x_test) - 1.0) < 1e-6
near = 1e-4
assert abs(slot_field(1.0 - near) * 2.0 * K * np.sqrt(near) - 1.0) < 1e-3

# Two-dielectric field solution: capacitance and evenness in y.
C_formula = capacitance_formula(ROOT2)
C_field, gx, gy, phi = field_solution()
C_coarse = field_solution(ratio=0.2)[0]
assert abs(C_field / C_formula - 1.0) < 0.01
column = phi[np.argmin(np.abs(gx - 0.5))]
phi_up, phi_down = np.interp([0.3, -0.3], gy, column)
assert abs(phi_up - phi_down) < 2e-3 and phi_up > 0.05

# Strong anisotropy separates the geometric from the arithmetic mean.
C_aniso = field_solution(low_x=4.0, low_y=16.0)[0]
aniso_expected = capacitance_formula(ROOT2, low=np.sqrt(4.0 * 16.0))
assert abs(C_aniso / aniso_expected - 1.0) < 0.01

# Worked example: rough inputs for a semi-insulating wide-gap nitride.
a, voltage, length = 5e-6, 100.0, 1e-3
thickness, wafer, shallow = 0.2e-6, 350e-6, 5e-6
eps_lateral, eps_vertical = 9.0, 10.0
resistivity_ohm_cm, frequency = 1e9, 10e9
breakdown_MV_cm, air_minimum_V = 3.0, 330.0
temperature_rise, eps_slope = 100.0, 1e-4

C = epsilon_0 * C_formula
assert abs(C * 1e12 - 44.3) < 0.05
aniso_shift = capacitance_formula(
    ROOT2, low=np.sqrt(eps_lateral * eps_vertical)) / C_formula - 1.0
warm_shift = capacitance_formula(
    ROOT2, low=9.0 * (1.0 + eps_slope * temperature_rise)) / C_formula - 1.0

# Metal thickness, with mesh comparison.
t = thickness / a
thick_fine = field_solution(metal=t, layer=t)[0] / C_field - 1.0
thick_coarse = field_solution(ratio=0.2, metal=t, layer=t)[0] / C_coarse - 1.0
assert thick_fine > 0.0 and abs(thick_fine - thick_coarse) < 0.005

# Grounded conductor below: charge equation against field solution.
shallow_shift = charge_solution(ROOT2, depth=shallow / a)[0] / C_num - 1.0
shallow_field = field_solution(depth=shallow / a)[0] / C_field - 1.0
assert abs(shallow_shift - shallow_field) < 0.01 and shallow_shift > 0.03
wafer_shift = charge_solution(ROOT2, depth=wafer / a)[0] / C_num - 1.0

to_MV_cm = voltage / a * 1e-8
edge_field = slot_field(1.0 - thickness / (2.0 * a)) * to_MV_cm
sigma = 1.0 / (resistivity_ohm_cm * 1e-2)
f_leak = sigma / (2.0 * np.pi * 10.0 * epsilon_0)
wavelength = light_speed / (frequency * np.sqrt(5.0))
assert edge_field < breakdown_MV_cm and voltage < air_minimum_V

print(f"vacuum permittivity: {epsilon_0*1e12:.4f} pF/m")
print(f"modulus k = k': {1/ROOT2:.5f}")
print(f"K(k) = K(k'): {K:.5f}")
print(f"capacitance, formula: {C*1e12:.3f} pF/m")
print(f"lower half-space share: {0.9*C*1e12:.3f} pF/m")
print(f"upper half-space share: {0.1*C*1e12:.3f} pF/m")
print(f"capacitance, charge equation: {C_num*epsilon_0*1e12:.3f} pF/m")
print(f"largest relative error, four b/a: {worst:.1e}")
print(f"capacitance, field solution: {C_field*epsilon_0*1e12:.3f} pF/m")
print(f"field mesh shift, fine-coarse: {100*(C_field/C_coarse-1):.3f} %")
print(f"potential/V at x near a/2, y=+0.3a: {phi_up:.4f}")
print(f"potential/V at x near a/2, y=-0.3a: {phi_down:.4f}")
print(f"b=2a: K(k) {ellipk(0.25):.5f}, K(k') {ellipk(0.75):.5f}")
print(f"b=2a: capacitance {capacitance_formula(2)*epsilon_0*1e12:.2f} pF/m")
print(f"example a: {a*1e6:.2f} um; b: {ROOT2*a*1e6:.2f} um")
print(f"slot width: {2*a*1e6:.2f} um")
print(f"strip width: {(ROOT2-1)*a*1e6:.2f} um")
print(f"voltage: {voltage:.0f} V; electrode length: {length*1e3:.1f} mm")
print(f"capacitance of electrode pair: {C*length*1e15:.2f} fF")
print(f"charge on each electrode: {C*length*voltage*1e12:.2f} pC")
print(f"slot-centre field: {slot_field(0)*to_MV_cm:.4f} MV/cm")
print(f"mean slot field: {0.5*to_MV_cm:.4f} MV/cm")
print(f"metal thickness (rough input): {thickness*1e6:.2f} um")
print(f"field half a thickness from edge: {edge_field:.3f} MV/cm")
print(f"semiconductor breakdown (rough input): {breakdown_MV_cm:.0f} MV/cm")
print(f"minimum air breakdown (rough input): {air_minimum_V:.0f} V")
print(f"lateral, vertical permittivity: {eps_lateral:.0f}, {eps_vertical:.0f}")
print(f"anisotropy shift of C: {100*aniso_shift:.2f} %")
print(f"anisotropy test (4,16), field: {C_aniso:.3f} eps0")
print(f"anisotropy test (4,16), formula: {aniso_expected:.3f} eps0")
print(f"metal-thickness shift of C: {100*thick_fine:.2f} %")
print(f"same shift on coarse mesh: {100*thick_coarse:.2f} %")
print(f"grounded back at {wafer*1e6:.0f} um, shift: {100*wafer_shift:.4f} %")
print(f"grounded layer at {shallow*1e6:.0f} um: {100*shallow_shift:.2f} %")
print(f"same layer, field solution: {100*shallow_field:.2f} %")
print(f"resistivity (rough input): {resistivity_ohm_cm:.0e} ohm cm")
print(f"leakage crossover frequency: {f_leak:.0f} Hz")
print(f"permittivity slope (rough input): {eps_slope:.0e} per K")
print(f"shift of C for {temperature_rise:.0f} K rise: {100*warm_shift:.2f} %")
print(f"strip-end scale 2b/length: {100*2*ROOT2*a/length:.2f} %")
print(f"wavelength at {frequency*1e-9:.0f} GHz: {wavelength*1e3:.1f} mm")
print("all tests passed")
```

It prints:

```
vacuum permittivity: 8.8542 pF/m
modulus k = k': 0.70711
K(k) = K(k'): 1.85407
capacitance, formula: 44.271 pF/m
lower half-space share: 39.844 pF/m
upper half-space share: 4.427 pF/m
capacitance, charge equation: 44.271 pF/m
largest relative error, four b/a: 6.7e-16
capacitance, field solution: 44.356 pF/m
field mesh shift, fine-coarse: -0.236 %
potential/V at x near a/2, y=+0.3a: 0.1355
potential/V at x near a/2, y=-0.3a: 0.1355
b=2a: K(k) 1.68575, K(k') 2.15652
b=2a: capacitance 56.63 pF/m
example a: 5.00 um; b: 7.07 um
slot width: 10.00 um
strip width: 2.07 um
voltage: 100 V; electrode length: 1.0 mm
capacitance of electrode pair: 44.27 fF
charge on each electrode: 4.43 pC
slot-centre field: 0.0539 MV/cm
mean slot field: 0.1000 MV/cm
metal thickness (rough input): 0.20 um
field half a thickness from edge: 0.376 MV/cm
semiconductor breakdown (rough input): 3 MV/cm
minimum air breakdown (rough input): 330 V
lateral, vertical permittivity: 9, 10
anisotropy shift of C: 4.87 %
anisotropy test (4,16), field: 4.511 eps0
anisotropy test (4,16), formula: 4.500 eps0
metal-thickness shift of C: 1.30 %
same shift on coarse mesh: 1.30 %
grounded back at 350 um, shift: 0.0071 %
grounded layer at 5 um: 25.21 %
same layer, field solution: 25.14 %
resistivity (rough input): 1e+09 ohm cm
leakage crossover frequency: 180 Hz
permittivity slope (rough input): 1e-04 per K
shift of C for 100 K rise: 0.90 %
strip-end scale 2b/length: 1.41 %
wavelength at 10 GHz: 13.4 mm
all tests passed
```
